# Separating fitting error from finite-size rounding in a monolayer alloy's ordering temperature

A monolayer of mixed molybdenum and tungsten disulfide has its two metals on one triangular lattice. If unlike neighbours are favoured, a layer with one third tungsten can lower its energy by placing the tungsten on one of three interpenetrating sublattices, the $\sqrt3\times\sqrt3$ order. At what temperature does this order melt, and how far can a computed answer be trusted?

The direct scheme has three moves: fit a cluster expansion to the energies of small cells, simulate one large cell, and read off the transition. In the example below it gives $52.96\pm0.06$ K for a cell of $24\times24$ cations. The transition temperature of the underlying model is near 51 K. The quoted error covers sampling noise; it contains neither the error of the fitted energies nor the rounding of the transition by the finite cell. These two need different cures, so they must be measured separately.

## The model and the quantity to split

Let $\sigma_i=+1$ for Mo and $-1$ for W. The energy is

$$E=\sum_\alpha J_\alpha\Phi_\alpha ,$$

where $\Phi_\alpha$ sums the products of spins over all clusters of type $\alpha$, each cluster counted once. The types are the point (coupling $J_0$), the first, second and third neighbour pairs ($J_1,J_2,J_3$; three pairs of each kind per site) and the nearest-neighbour triangle ($J_t$; two per site). Positive $J_1$ favours unlike neighbours. Composition may fluctuate, and the chemical-potential difference is absorbed in $J_0=-6$ meV, held fixed unless stated otherwise.

To know the error of a fit one must know the truth. The training energies are therefore synthetic, with $J_1=2.0$, $J_2=-0.20$, $J_t=0.25$ and $J_3=0.03$ meV. These are round values in the rough regime of Mo–W disulfide, where ordering energies are below about 10 meV per cation. Relative to the two pure layers, the ordered state has energy $-4J_1-4J_3-\tfrac83J_t=-8.79$ meV per cation. The pair terms arise because the sum over the three bonds per site changes from $3$ to $-1$ for first and third neighbours, and not at all for second neighbours. Each triangle contributes $-1$, giving $-2J_t$, while the straight line between the pure layers stands at $+\tfrac23J_t$.

With $c_i=0,1,2$ labelling the sublattices, the order parameter is

$$\psi=\frac1N\sum_i\sigma_i e^{2\pi i c_i/3},\qquad q=|\psi|^2,\qquad R=\frac{\langle q^2\rangle}{\langle q\rangle^2}.$$

Deep in the ordered phase $q$ hardly fluctuates and $R\to1$. Far above the transition $\psi$ is a sum of many weakly correlated terms, hence a complex Gaussian variable; $q$ is then exponentially distributed and $R\to2$. For a cell of $L\times L$ sites I define $T^*_L(J)$ by $R=1.3$. Adding and subtracting one term gives the identity

$$T^*_L(J^{\rm fit})-T_c(J^{\rm true})=\big[T^*_L(J^{\rm fit})-T^*_L(J^{\rm true})\big]+\big[T^*_L(J^{\rm true})-T_c(J^{\rm true})\big].$$

The first bracket compares two Hamiltonians at one size: it is the fitting error. The second compares two sizes for one Hamiltonian: it is the rounding.

## What cross-validation can and cannot settle

The training set has 60 structures: both pure layers, the two ordered states, and 56 random decorations of small cells. Gaussian noise of 0.08 meV per cation stands for imperfect convergence of the energies. Let row $i$ of the matrix $X$ hold the cluster sums per site of structure $i$, and $y_i$ its energy. Least squares gives $\hat J=(X^TX)^{-1}X^Ty$ and predictions $\hat y=Hy$ with $H=X(X^TX)^{-1}X^T$.

The residual $e_i=y_i-\hat y_i$ flatters the fit, since $y_i$ helped to determine it. Let $\hat y_{(i)}$ be the prediction for structure $i$ from a fit without it. If $y_i$ is replaced by $\hat y_{(i)}$ and the full set is refitted, the fit without $i$ is recovered, because the added point has zero residual there. Hence

$$\hat y_{(i)}=\sum_{j\ne i}H_{ij}y_j+H_{ii}\hat y_{(i)}=\hat y_i-H_{ii}y_i+H_{ii}\hat y_{(i)} .$$

Subtracting both sides from $y_i$ gives $y_i-\hat y_{(i)}=e_i+H_{ii}(y_i-\hat y_{(i)})$, so

$$y_i-\hat y_{(i)}=\frac{e_i}{1-H_{ii}} .$$

The root mean square of this is the cross-validation score. Clusters enter in the order constant, point, first pair, second pair, triangle, third pair, then four further clusters: two longer pairs, a larger triangle and a four-site cluster. The score falls from 0.257 meV per cation with three terms to 0.197 with four and 0.102 with five. It is again 0.102 with six, and rises to 0.112 with ten. The minimum lies at six terms, but five are within one standard error of it, and the smaller set is taken. On 400 new structures, whose energies carry the same noise, its error is 0.094 meV per cation, so the score is a fair estimate of the error against noisy energies.

The selected set omits $J_3$, which is not zero. Cross-validation asks whether a term improves the prediction of energies; here any gain is smaller than the uncertainty of the score. Whether it matters for the transition is a different question, and needs the response of $T^*_L$ to each coupling.

## The response of the transition to each coupling

In equilibrium a configuration has weight $e^{-E/kT}$. Differentiating a normalized average gives

$$\frac{\partial\langle f\rangle}{\partial J_\alpha}=-\frac{{\rm cov}(f,\Phi_\alpha)}{kT},\qquad \frac{\partial\langle f\rangle}{\partial T}=\frac{{\rm cov}(f,E)}{kT^2}.$$

Apply this to $\ln R=\ln\langle q^2\rangle-2\ln\langle q\rangle$ and define

$$c_\alpha={\rm cov}\!\left(\frac{q^2}{\langle q^2\rangle}-\frac{2q}{\langle q\rangle},\,\Phi_\alpha\right).$$

Then $\partial\ln R/\partial J_\alpha=-c_\alpha/kT$. Since $E=\sum_\alpha J_\alpha\Phi_\alpha$, also $\partial\ln R/\partial T=(c\cdot J)/kT^2$. Staying on $R=1.3$ requires

$$-\frac{c\cdot dJ}{kT}+\frac{c\cdot J}{kT^2}\,dT=0\quad\Rightarrow\quad g_\alpha\equiv\frac{\partial T^*_L}{\partial J_\alpha}=\frac{T\,c_\alpha}{c\cdot J}.$$

A cluster needs no coupling in the simulated Hamiltonian to have a $g_\alpha$; its sum has merely to be recorded. Omitted terms can thus be judged from the same run.

An experiment fixes composition, not field. Let $m_\alpha={\rm cov}(\Phi_0,\Phi_\alpha)$. Constant $\langle\Phi_0\rangle$ and constant $R$ give, with primes for sums without the point term,

$$m_0\,dJ_0=\frac{m\cdot J}{T}dT-\sum_\alpha{}'m_\alpha dJ_\alpha,\qquad c_0\,dJ_0=\frac{c\cdot J}{T}dT-\sum_\alpha{}'c_\alpha dJ_\alpha .$$

Multiplying the first by $c_0/m_0$ and subtracting it from the second removes $dJ_0$. The result is the earlier formula with $c_\alpha$ replaced by $\tilde c_\alpha=c_\alpha-(c_0/m_0)m_\alpha$.

For the fitted model at $L=24$ the responses at fixed composition are 16.0, $-56.9$, 30.6 and 34.4 K/meV for $J_1$, $J_2$, $J_t$ and $J_3$. At fixed field they differ by at most about 3%, because the field itself has little leverage here (0.16 K/meV). The tungsten fraction at the transition is 0.34, close to the ideal third.

These responses obey $\sum_\alpha J_\alpha g_\alpha=T^*_L$, as the formula shows on multiplying by $J_\alpha$ and summing. With the fitted couplings 2.023, $-0.2373$ and 0.2298 meV, and no point term at fixed composition,

$$2.023(16.03)+0.2373(56.91)+0.2298(30.57)=32.4+13.5+7.0=52.9\ {\rm K},$$

which is $T^*_{24}$ up to rounding. A reference method that makes all ordering energies 10% too large therefore raises the transition by 10%. Such a common error leaves no trace in the cross-validation score relative to the energies, and no simulation can reveal it.

Mean field offers a useful contrast. A small $\sqrt3\times\sqrt3$ modulation on a uniform magnetization $m$ sums to $-3$ times itself over the six first or third neighbours, and to $+6$ times itself over the second. Linearizing $m_i=\tanh(-f_i/kT)$, where $f_i$ is the mean local field, gives instability at

$$kT=(1-m^2)\,(3J_1+6mJ_t-6J_2+3J_3).$$

The triangle enters because each neighbour shares two triangles with the site, so $J_1$ acts as $J_1+2mJ_t$. At $m=1/3$ the responses to $J_1,J_2,J_t,J_3$ are then in the ratio $1:-2:0.67:1$; the simulation gives $1:-3.6:1.9:2.1$. Mean field has the signs right but understates the relative weight of everything beyond $J_1$.

## The two parts of the fitting error

Fitting noise-free energies with the same five terms isolates truncation. It gives $J_1=2.0264$, $J_2=-0.2058$ and $J_t=0.2499$ meV. With the fixed-field responses 16.49, $-56.97$, 30.59 and 34.91 K/meV, the shift is

$$0.0264(16.49)+0.0058(56.97)-0.0001(30.59)-0.030(34.91)\approx-0.29\ {\rm K}.$$

The sum is $-0.287$ K with unrounded couplings. Deleting $J_3$ alone would shift the transition by $-1.05$ K. The retained couplings absorb part of its effect and return about 0.76 K. This compensation depends on the training structures, and this set is a favourable one: sets drawn in the same way typically return between 0.25 and 0.73 K. If 180 random cells are added and the five terms are kept, the returned part falls to about 0.2 K, so the truncation shift grows to about $-0.8$ K.

The noise moves the couplings further, by $-0.0034$, $-0.0315$ and $-0.0201$ meV. The shift in $J_2$ contributes $+1.79$ K and that in $J_t$ contributes $-0.61$ K; the total is $+1.13$ K. In this example the largest contribution thus comes from a small coupling with a large response.

In a real calculation the truth is unknown, but the noise part can be predicted. Writing $y=XJ+\varepsilon$ with independent errors of variance $s^2$,

$$\hat J-J=(X^TX)^{-1}X^T\varepsilon,\qquad C=\langle(\hat J-J)(\hat J-J)^T\rangle=s^2(X^TX)^{-1}.$$

To first order the variance of the transition temperature is

$$\sigma_T^2=g^TCg ,$$

where the off-diagonal elements of $C$ must be kept, since errors of different couplings are correlated. The constant and the point term are left out of $g$: the former does not affect ordering, the latter is absorbed in the chemical potential. With $s^2$ estimated as $\sum_i e_i^2/(n-K)$ for $n=60$ structures and $K=5$ terms, $\sigma_T=1.2$ K, in line with the actual 1.13 K.

The formula was tested on 40 fresh sets of noise, each refitted with the five terms. The transition was solved anew each time on the strip of width 6 described below, as the temperature where $Y_6=0.7255$. The temperatures scattered by 1.02 K; the formula with the known noise gives 1.09 K. It does not cover truncation, a changing choice of clusters, or errors common to all structures.

## Isolating the fit at fixed size

The simulation updates one spin at a time. If the other spins give site $i$ a local field $f_i$, so that its energy is $\sigma_if_i$, equilibrium requires

$$p(\sigma_i=+1)=\frac{e^{-f_i/kT}}{e^{-f_i/kT}+e^{f_i/kT}}=\frac1{1+e^{2f_i/kT}} .$$

The longest coupling spans two lattice constants. Sites whose two lattice coordinates agree modulo 3 do not interact and can be updated together.

Two separate runs, for fitted and true couplings, would each carry errors of 0.06 to 0.08 K. It is better to use one set of samples. A configuration drawn at $(J,T)$ represents $(J',T')$ when it is given the extra weight

$$w\propto\exp\!\left[-\sum_\alpha\Phi_\alpha\left(\frac{J'_\alpha}{kT'}-\frac{J_\alpha}{kT}\right)\right],$$

the ratio of the two Boltzmann factors. Solving $R=1.3$ with these weights gives both temperatures from common samples, and most of the noise cancels in their difference. The method needs overlap: the typical configurations of the target must occur in the run. The tolerable change shrinks as the cell grows.

| $L$ | $T^*_L$, fit (K) | $T^*_L$, true (K) | fitting part (K) |
|---|---|---|---|
| 6 | 59.35 | 58.38 | 0.971 ± 0.003 |
| 12 | 54.44 | 53.57 | 0.867 ± 0.002 |
| 24 | 52.96 | 52.12 | 0.843 ± 0.001 |

The temperatures drop by more than 6 K, while the fitting part settles near 0.84 K. The linear estimate, $-0.29+1.13=0.84$ K, agrees. Larger cells do not remove this error.

## Isolating the rounding at fixed couplings

Near a continuous transition $R$ depends on temperature and size through one combination, up to corrections that vanish with size:

$$R=F\!\left(\frac{T-T_c}{T_c}L^{1/\nu}\right).$$

If $F(z^*)=1.3$, then $T^*_L=T_c+aL^{-1/\nu}$ with $a=z^*T_c$. The three equivalent ordered states suggest the three-state Potts class, for which $1/\nu=6/5$. Writing the law for $L$ and $2L$ and eliminating $a$,

$$T_c=\frac{T^*_{2L}-2^{-6/5}T^*_L}{1-2^{-6/5}},\qquad 2^{-6/5}=0.435 .$$

For the true couplings, $L=12$ and 24 give 51.00 K. The pair 6 and 12 gives 49.86 K, so the smallest cell is not yet described by the leading law. In the Potts class the next singular correction is expected to add a term in $L^{-2}$ to $T^*_L$. The error of the extrapolated values then falls fourfold per doubling, and removing it gives $(4\times51.00-49.86)/3=51.4$ K. The rounding at $L=24$ is therefore between about 0.7 and 1.1 K, depending on the extrapolation. This uncertainty belongs to the second bracket and barely touches the first: the leading extrapolation of the fitted model gives 51.82 K, and the difference of 0.82 K remains.

An independent route avoids sampling. On an endless strip of width $W$, a transfer matrix adds one row at a time; its states hold two rows because the couplings reach that far. If $\lambda_0$ is its largest eigenvalue and $\lambda_1$ the next in magnitude, correlations decay by $|\lambda_1|/\lambda_0$ per row. At $T_c$ the correlation length is proportional to $W$, so

$$Y_W(T)=W\ln\frac{\lambda_0}{|\lambda_1|}$$

should be the same for different widths. Linear interpolation of $\ln Y_W$ over a 3% interval of temperature places the crossing of the curves for $W=6$ and 9 at 51.25 K for the true couplings and 52.06 K for the fitted ones; the curvature it ignores matters at the level of 0.05 K. Both lie within 0.3 K of the leading extrapolations, and the shift of 0.82 K is reproduced.

Since $Y_W$ also depends on $(T-T_c)W^{1/\nu}$, the ratio of its slopes at the crossing gives $1/\nu=1.18$, near 1.2 and away from the Ising value 1. The interpolated crossing height, 0.728, is close to the Potts value $2\pi(2/15)(\sqrt3/2)=0.7255$, where $2/15$ is the scaling dimension of the order parameter and $\sqrt3/2$ the row spacing in lattice constants. These results support a continuous Potts transition for these couplings. If other couplings made the transition first order, the exponent $6/5$ and the extrapolation would have to be abandoned.

## Where to spend the effort

Rounding equals the predicted noise error when $aL^{-6/5}=\sigma_T$. With $a=51.6$ K from the two larger cells of the fitted model,

$$L=\left(\frac{51.6}{1.18}\right)^{5/6}\approx23 .$$

The correction term would lower this somewhat, so $L\approx20$ is a fair reading. For this noise and training set, larger cells then improve the less important error. Extrapolating from moderate cells is cheaper, and further effort belongs in the energies. If structures of every kind are added in proportion, the ordered states included, and their errors are independent, $\sigma_T$ falls as $n^{-1/2}$. Adding only random cells helps less, because the few pure and ordered layers carry much of the information: going from 60 to 240 structures then lowers $\sigma_T$ by roughly 30 to 45%, depending on the draw (about 40% for this set), not by half. Structures chosen to reduce $g^TCg$ should do better than random ones. Truncation does not average away; it calls for a further cluster, and for enough data to resolve it.

## The real layer

The model transition, 52 K or $kT_c=4.5$ meV, assumes equilibrium. That is the assumption a grown Mo–W disulfide layer breaks. With a rough exchange barrier of 2 eV and an attempt rate of $10^{13}$ s$^{-1}$, one hop per hour occurs near 600 K, more than ten times $T_c$; at $T_c$ the waiting time exceeds $10^{100}$ s. This freezing temperature is proportional to the barrier, so even 1 eV would leave it near 300 K. On these estimates long-range order does not form by exchange on cooling.

What can be frozen in is short-range order, measured by $(\langle\sigma_i\sigma_j\rangle-m^2)/(1-m^2)$ for neighbours, which is zero for a random alloy. Enumeration of an 18-site cell with $m=1/3$ gives $-0.035$ at the freezing temperature for 2 eV: unlike neighbour pairs are 3.5% more frequent than at random. Equilibrium at 300 K would give $-0.068$ in this cell and $-0.067$ on an endless strip of width 6. For a channel operated near room temperature, the nearly random alloy is the appropriate starting point, provided that growth has mixed the metals evenly; stripes or composition gradients left by growth are outside this estimate.

Two neglected effects may each be comparable to the fitting error, and the first may exceed it. A vibrational entropy difference of 0.02 $k_B$ per cation between the ordered and disordered layers, an assumed size, is 3% of the mixing entropy. If $T_c$ is taken as inversely proportional to the entropy gained on disordering, a crude estimate, it shifts by the same 3%, or 1 to 2 K. This entropy argument is a high-temperature one, and at 52 K most phonons are frozen. With a rough MoS$_2$-like spectrum, a uniform frequency shift that gives 0.02 $k_B$ in the classical limit gives only about 0.002 $k_B$ at $T_c$. It changes the vibrational free energy, mostly zero-point energy, by about 0.4 meV per cation. That is 10% of the 3.8 meV ordering scale derived below, or about 5 K. Long-range strain has the energy scale $x(1-x)Y\epsilon^2A$ per cation. With $x=1/3$, a rough mismatch $\epsilon$ of 0.2%, a stiffness $Y$ of 130 N/m and an area $A$ of 0.09 nm$^2$ per cation, this is 0.06 meV. The energy to compare it with is the distance from the ordered state to a random layer of the same composition, $\tfrac43J_1-\tfrac83J_2+\tfrac{56}{27}J_t+\tfrac43J_3\approx3.8$ meV per cation. The ratio is 1.7%, which suggests a shift of at most about 1 K. A quoted transition temperature for the real material would need these terms, and the error of the reference energies, beside the two parts separated here. The numerical output follows.

## Computed values

```
structures 60, noise put in 0.080 meV/cation, field 6.0 meV
sqrt3 order formation energy -8.79 meV/cation
CV score, 2 terms: 1.8802 meV/cation
CV score, 3 terms: 0.2568 meV/cation
CV score, 4 terms: 0.1969 meV/cation
CV score, 5 terms: 0.1018 meV/cation
CV score, 6 terms: 0.1018 meV/cation
CV score, 7 terms: 0.1045 meV/cation
CV score, 8 terms: 0.1085 meV/cation
CV score, 9 terms: 0.1116 meV/cation
CV score, 10 terms: 0.1123 meV/cation
terms at lowest CV 6, terms chosen 5
noise estimate 0.0866, error on 400 new cells 0.0943 meV/cation
pair1: true 2.000, noise-free fit 2.0264, fit 2.0230 meV
pair2: true -0.200, noise-free fit -0.2058, fit -0.2373 meV
triangle: true 0.250, noise-free fit 0.2499, fit 0.2298 meV
pair3: true 0.030, noise-free fit 0.0000, fit 0.0000 meV
dT*/dJ point: MC 0.16, strip 0.05, fixed comp. 0.00 K/meV
dT*/dJ pair1: MC 16.49, strip 15.95, fixed comp. 16.03 K/meV
dT*/dJ pair2: MC -56.97, strip -55.34, fixed comp. -56.91 K/meV
dT*/dJ triangle: MC 30.59, strip 30.32, fixed comp. 30.57 K/meV
dT*/dJ pair3: MC 34.91, strip 33.06, fixed comp. 34.41 K/meV
L=6: T* fit 59.35 +- 0.06 K, T* true 58.38 K
L=6: fitting part 0.971 +- 0.003 K, rounding 7.38 K
L=12: T* fit 54.44 +- 0.08 K, T* true 53.57 K
L=12: fitting part 0.867 +- 0.002 K, rounding 2.57 K
L=24: T* fit 52.96 +- 0.06 K, T* true 52.12 K
L=24: fitting part 0.843 +- 0.001 K, rounding 1.12 K
T_c from MC, L->inf: fit 51.82 K, true 51.00 K
T_c from strips 6/9: fit 52.06 K, true 51.25 K
fitting shift from strips 0.818 K
k_B T_c (strips, fit) 4.486 meV
strip 1/nu 1.182 (Potts 1.200)
strip amplitude 0.7281 (Potts 0.7255)
linear shift: truncation -0.287 K, noise 1.126 K
linear shift at fixed composition 0.841 K
predicted noise error sigma_T 1.176 K
40 refits: spread 1.018 K, formula 1.086 K
rounding amplitude a 51.6 K, rounding = sigma_T at L = 23
W fraction at T*, L=24: 0.340
exchange barrier 2.0 eV: one hop per hour at 609 K
log10(wait per hop at T_c in s) 181
neighbour order parameter at 300 K -0.0680
neighbour order parameter at freezing -0.0350
long-range strain energy scale 0.063 meV/cation
vibrational entropy 0.02 k_B: T_c shift scale 1.64 K
```
